# Exciton-polaritons in a GaAs-type microcavity: mass, lifetime and degeneracy density

## The system and the data

A semiconductor microcavity contains quantum wells whose exciton is nearly resonant with a confined photon mode. For one spin state and one in-plane wavevector $\mathbf k$, the Hamiltonian is

$$H_k=E_X(k)\,b^\dagger b+E_C(k)\,a^\dagger a+\frac{\Omega}{2}\left(b^\dagger a+a^\dagger b\right),$$

where $b$ removes an exciton and $a$ removes a photon. The coupling $\Omega>0$ is an energy and does not depend on $k$. The detuning is $\delta=E_C(0)-E_X(0)$, and $S=\sqrt{\delta^2+\Omega^2}$.

Excitons are treated as non-interacting bosons, an approximation that is best at low density, and disorder is ignored. Terms such as $ab$ and $a^\dagger b^\dagger$ have been dropped because $\Omega\ll E_X$.

Take these round model values, which do not describe a particular sample:

- exciton energy $E_X(0)=1600$ meV and coupling $\Omega=10$ meV;
- exciton mass $m_X=0.3\,m_e$ and cavity refractive index $n_c=3.5$;
- photon lifetime $\tau_C=5$ ps and exciton lifetime $\tau_X=500$ ps;
- polariton temperature $T=10$ K, so $k_BT=0.862$ meV.

The lifetime $\tau_X$ describes exciton losses other than emission into the cavity mode, since that process is already contained in $\Omega$.

## Part (a): energies and Hopfield coefficients

**Question.** Find the two energies at $k=0$ and the exciton and photon weights of the lower state. Examine large detuning of either sign.

**Answer.** In the basis (exciton, photon), the one-particle matrix is

$$\begin{pmatrix}E_X&\Omega/2\\ \Omega/2&E_C\end{pmatrix}.$$

Its eigenvalues satisfy $(E_X-E)(E_C-E)-\Omega^2/4=0$, or

$$E^2-(E_X+E_C)E+E_XE_C-\frac{\Omega^2}{4}=0.$$

The discriminant is $(E_X+E_C)^2-4E_XE_C+\Omega^2=(E_C-E_X)^2+\Omega^2$, which equals $S^2$ at $k=0$. Hence

$$E_\pm=\frac{E_X+E_C\pm S}{2},\qquad E_{LP}=E_-=E_X+\frac{\delta-S}{2}.$$

At resonance the levels are separated by $\Omega$.

Write the lower eigenvector as $(X,-C)$, with $X,C>0$. The first row of the eigenvalue equation gives $E_XX-\Omega C/2=E_{LP}X$, so

$$\frac{C}{X}=\frac{2(E_X-E_{LP})}{\Omega}=\frac{S-\delta}{\Omega}.$$

This is positive, which confirms the choice of signs. Since $\Omega^2=S^2-\delta^2=(S-\delta)(S+\delta)$,

$$\frac{C^2}{X^2}=\frac{(S-\delta)^2}{(S-\delta)(S+\delta)}=\frac{S-\delta}{S+\delta}.$$

Normalization, $X^2+C^2=1$, then gives

$$X^2=\frac12\left(1+\frac{\delta}{S}\right),\qquad C^2=\frac12\left(1-\frac{\delta}{S}\right),\qquad XC=\frac{\Omega}{2S}.$$

The lower-polariton operator is $p=Xb-Ca$. Its commutator is $[p,p^\dagger]=X^2+C^2=1$, so polaritons are bosons within this model.

For $|\delta|\gg\Omega$, $S\simeq|\delta|+\Omega^2/(2|\delta|)$. If $\delta>0$, the lower state is almost an exciton, with $C^2\simeq\Omega^2/(4\delta^2)$ and $E_{LP}\simeq E_X-\Omega^2/(4\delta)$. If $\delta<0$, it is almost a photon, with $X^2\simeq\Omega^2/(4\delta^2)$ and $E_{LP}\simeq E_C-\Omega^2/(4|\delta|)$. In both cases the coupling pushes the lower level down.

At $\delta=0$, the weights are both $0.5$ and the lower level lies 5 meV below the exciton. At $\delta=-10$ meV, $S=10\sqrt2$ meV, so $X^2=0.146$ and $C^2=0.854$.

## Part (b): the lower-polariton mass

**Question.** Derive the photon mass from the cavity dispersion, then find the lower-polariton mass at $k=0$. Evaluate it at resonance.

**Answer.** The cavity fixes the wavevector component $k_z$ normal to its plane. With a constant refractive index,

$$E_C(k)=\frac{\hbar c}{n_c}\sqrt{k_z^2+k^2}=\sqrt{E_C(0)^2+\left(\frac{\hbar ck}{n_c}\right)^2}.$$

For small $k$ this becomes

$$E_C(k)\simeq E_C(0)+\frac{\hbar^2c^2k^2}{2n_c^2E_C(0)}.$$

Comparison with $\hbar^2k^2/(2m_C)$ gives $m_C=n_c^2E_C(0)/c^2$. The photon has an in-plane mass because its motion along $z$ is confined.

At any $k$ the lower energy is

$$E_{LP}=\frac{E_X+E_C}{2}-\frac12\sqrt{(E_C-E_X)^2+\Omega^2}.$$

Differentiating with respect to the two bare energies, and setting $k=0$, gives

$$\frac{\partial E_{LP}}{\partial E_X}=\frac12+\frac{\delta}{2S}=X^2,\qquad \frac{\partial E_{LP}}{\partial E_C}=\frac12-\frac{\delta}{2S}=C^2.$$

Now use $k^2$ as the variable. At $k=0$ the bare slopes are $dE_X/d(k^2)=\hbar^2/(2m_X)$ and $dE_C/d(k^2)=\hbar^2/(2m_C)$. The chain rule therefore gives

$$\frac{1}{m_{LP}}=\frac{X^2}{m_X}+\frac{C^2}{m_C}.$$

Inverse masses are averaged, so the light photon dominates unless its weight is extremely small. When the photon term dominates, $m_{LP}\simeq m_C/C^2$.

At resonance $m_C=3.836\times10^{-5}m_e$, and

$$\frac{m_e}{m_{LP}}=\frac{0.5}{0.3}+\frac{0.5}{3.836\times10^{-5}}\simeq1.30\times10^4.$$

Thus $m_{LP}=7.67\times10^{-5}m_e$, twice the photon mass to the accuracy shown. Finite differences of the diagonalized dispersion test the mass formula at five detunings.

## Part (c): the lifetime

**Question.** Include weak losses and find the lower-polariton lifetime. When does the result fail?

**Answer.** Let $\gamma_j=\hbar/\tau_j$ for $j=X,C$. A population decaying as $e^{-\gamma_jt/\hbar}$ has an amplitude decaying as $e^{-\gamma_jt/(2\hbar)}$. Each bare energy is therefore replaced by $E_j-i\gamma_j/2$.

The lossless matrix is Hermitian, so the first-order energy shift is the expectation value of the loss term in its eigenvector:

$$\Delta E=-\frac i2\left(X^2\gamma_X+C^2\gamma_C\right).$$

Since $\gamma_{LP}=-2\,\mathrm{Im}\,E$,

$$\gamma_{LP}\simeq X^2\gamma_X+C^2\gamma_C,\qquad \frac1{\tau_{LP}}\simeq\frac{X^2}{\tau_X}+\frac{C^2}{\tau_C}.$$

To assess the approximation, define $g=(\gamma_C-\gamma_X)/2$. The complex bare energies differ by $\delta-ig$, so the full lower root is

$$E_-=\frac{E_X+E_C}{2}-\frac{i(\gamma_X+\gamma_C)}{4}-\frac12\sqrt{(\delta-ig)^2+\Omega^2}.$$

Expanding the square root about $g=0$ gives $S-ig\,S'-g^2S''/2+ig^3S'''/6+\cdots$, where primes denote derivatives with respect to $\delta$. The term linear in $g$, with $S'=\delta/S$, reproduces the first-order rate. The quadratic term is real and shifts the energy, so the first correction to the rate is cubic in $g$.

At $\delta=0$ the root becomes $\sqrt{\Omega^2-g^2}$. For $|g|<\Omega$ there are two distinct energies with equal decay rates. The energy splitting closes at $|g|=\Omega$; beyond this point the two roots differ in decay rate instead. Here $g=0.065$ meV, far below $\Omega$.

At resonance,

$$\frac1{\tau_{LP}}=\frac{0.5}{5\ \text{ps}}+\frac{0.5}{500\ \text{ps}}=0.101\ \text{ps}^{-1},$$

so $\tau_{LP}=9.90$ ps. Across the five detunings below, the formula differs from the complex-eigenvalue result by at most $1.2\times10^{-5}$, relative to the latter.

| $\delta$ (meV) | $X^2$ | $m_{LP}$ ($10^{-5}m_e$) | $\tau_{LP}$ (ps) |
|---:|---:|---:|---:|
| $-10$ | 0.146 | 4.47 | 5.85 |
| $-5$ | 0.276 | 5.28 | 6.88 |
| 0 | 0.500 | 7.67 | 9.90 |
| 5 | 0.724 | 13.9 | 17.6 |
| 10 | 0.854 | 26.3 | 32.3 |

Moving to positive detuning makes the polariton both heavier and longer-lived, because its photon part shrinks.

## Part (d): the degeneracy density at 10 K

**Question.** Treat the bottom of the lower branch as a parabolic band in thermal equilibrium. Define the degeneracy density $n_d$ per spin state by $n_d\lambda_T^2=1$, with $\lambda_T^2=2\pi\hbar^2/(m_{LP}k_BT)$. Find the $k=0$ occupation at this density, evaluate $n_d$ at resonance, and say whether it marks a condensation transition.

**Answer.** Let $z=e^{\mu/k_BT}$, with the chemical potential $\mu$ measured from the band bottom. In two dimensions,

$$n=\frac1{2\pi}\int_0^\infty\frac{k\,dk}{z^{-1}e^{\hbar^2k^2/(2m_{LP}k_BT)}-1}.$$

Set $x=\hbar^2k^2/(2m_{LP}k_BT)$, so that $k\,dk=(m_{LP}k_BT/\hbar^2)\,dx$. Then

$$n\lambda_T^2=\int_0^\infty\frac{ze^{-x}}{1-ze^{-x}}\,dx=\Big[\ln(1-ze^{-x})\Big]_0^\infty=-\ln(1-z).$$

The lowest state has occupation $N_0=z/(1-z)$. Thus $1+N_0=1/(1-z)=e^{n\lambda_T^2}$, and

$$N_0=e^{n\lambda_T^2}-1.$$

At $n\lambda_T^2=1$, $N_0=e-1\simeq1.72$; unit occupation is reached at a lower density, $n\lambda_T^2=\ln2$. Explicit mode sums in a periodic box 20 thermal wavelengths wide test both values.

The criterion marks the onset of quantum degeneracy. It is not a phase transition: in an infinite uniform ideal gas, $N_0$ stays finite at every finite density when $T>0$. A description of superfluidity would require interactions, which this model omits.

At resonance $\lambda_T=2.69\ \mu$m, so

$$n_d=\frac{m_{LP}k_BT}{2\pi\hbar^2}=\frac1{(2.691\ \mu\text m)^2}=0.138\ \mu\text m^{-2}.$$

For two equally populated spin states the total is $0.276\ \mu\text m^{-2}$, or $2.76\times10^7\ \text{cm}^{-2}$. The small mass makes the thermal wavelength long and the required density low.

## Part (e): the exciton reservoir

**Question.** The lower branch becomes exciton-like at large $k$. Suppose these states share the temperature and chemical potential of part (d). Estimate their density when $n_d\lambda_T^2=1$, and decide when $n_d$ represents nearly the whole lower-branch population.

**Answer.** At large $k$ the photon lies far above the exciton, so the lower branch approaches $E_X(k)$. Measured from the bottom of the branch, its energy is approximately $D+\hbar^2k^2/(2m_X)$, where

$$D=E_X(0)-E_{LP}(0)=\frac{S-\delta}{2}$$

is the depth of the polariton trap in energy. The integral of part (d) applies again, with $m_X$ in place of $m_{LP}$ and $ze^{-D/k_BT}$ in place of $z$:

$$n_R\simeq-\frac{m_Xk_BT}{2\pi\hbar^2}\ln\left(1-ze^{-D/k_BT}\right),\qquad z=1-e^{-1}=0.632.$$

Starting this integral at $k=0$ miscounts the trap region, where the lower branch lies below $E_X(0)$. This region covers only about 7% of the $k$-plane area within the thermal exciton wavevector, defined by $\hbar^2k^2/(2m_X)=k_BT$.

At resonance $D/k_BT=5.80$ and the Boltzmann factor is $0.00302$. However, $m_X/m_{LP}=3.91\times10^3$, so

$$\frac{n_R}{n_d}\simeq-3911\,\ln(1-0.632\times0.00302)\simeq7.5.$$

The reservoir outnumbers the trapped polaritons because its density of states is so large. For a small Boltzmann factor, and with one exciton state per wavevector and spin as in this model, the reservoir is negligible when

$$\frac{m_X}{m_{LP}}\,z\,e^{-D/k_BT}\ll1.$$

Integrating the Bose distribution over the full diagonalized lower branch gives the following densities per spin state.

| $\delta$ (meV) | $D$ (meV) | $n_d$ ($\mu\text m^{-2}$) | full density ($\mu\text m^{-2}$) |
|---:|---:|---:|---:|
| $-10$ | 12.1 | 0.080 | 0.082 |
| $-5$ | 8.09 | 0.095 | 0.131 |
| 0 | 5.00 | 0.138 | 1.23 |
| 5 | 3.09 | 0.250 | 10.2 |
| 10 | 2.07 | 0.474 | 33.3 |

The full density exceeds $n_d$ by 2.5% at $\delta=-10$ meV, but is 8.9 times $n_d$ at resonance and 70 times $n_d$ at $\delta=10$ meV. Thus $n_d$ is a good estimate of the whole population at the most negative detuning listed. At resonance and above, it counts only the parabolic model of the trap, and it falls short even of the population left after the reservoir estimate is removed: the full density minus $n_R$ is $0.20\ \mu\text m^{-2}$ against $n_d=0.138\ \mu\text m^{-2}$ at resonance, and $1.57\ \mu\text m^{-2}$ against $0.474\ \mu\text m^{-2}$ at $\delta=10$ meV. These two differences rely on $\Omega$ staying constant out to wavevectors where the photon lies hundreds of meV above its $k=0$ energy, beyond the stop band of real mirrors. If the coupling is switched off once the photon has risen by 100 meV, they fall to $0.18$ and $0.86\ \mu\text m^{-2}$, still above $n_d$. Exciton states with no coupling to light are not counted here. In a cavity with $N$ equivalent wells sharing the total coupling $\Omega$, only one combination of the well excitons couples to the photon. The other $N-1$ stay at $E_X(k)$, so $n_R$ and the left side of the criterion above are multiplied by about $N$. For $N=12$ the total density is then $1.06\,n_d$ at $\delta=-10$ meV but $4.7\,n_d$ at $\delta=-5$ meV. Spin-dark excitons add further states.

The sum $n_d+n_R$ agrees with the full integral to within 5.8% of the latter at all five detunings. It omits two effects. One is the small downward shift, about $\Omega^2/[4(E_C-E_X)]$, of the exciton-like states outside the trap. These states are so numerous that the shift supplies about a quarter of the difference at resonance and about 40% at $\delta=10$ meV. The other is the bending of the trap away from a parabola. Neglecting the exciton's kinetic energy, let $\varepsilon$ be the energy above the trap bottom. The eigenvalue equation gives $E_C=E+\Omega^2/[4(D-\varepsilon)]$, and hence

$$\frac{dE_C}{d\varepsilon}=1+\frac{\Omega^2}{4(D-\varepsilon)^2}.$$

This derivative grows with $\varepsilon$. For a nearly parabolic photon band, it is proportional to the number of states per unit energy, so the real trap holds more states than its parabolic approximation.

## Part (f): choosing the detuning

**Question.** Estimate the rate at which particles must be supplied to maintain $n_d$ in the trap. Does negative detuning reduce it?

**Answer.** Using the $k=0$ lifetime for the whole trap, the supply must balance a loss $R=n_d/\tau_{LP}$ per unit area and spin state. When the photon part dominates both the inverse mass and the decay rate, $m_{LP}\simeq m_C/C^2$ and $1/\tau_{LP}\simeq C^2/\tau_C$. The photon weight cancels:

$$R\simeq\frac{m_Ck_BT}{2\pi\hbar^2\tau_C}.$$

The table values give $R=0.0137$, $0.0139$ and $0.0147\ \mu\text m^{-2}\,\text{ps}^{-1}$ at $\delta=-10$, $0$ and $10$ meV. Going from resonance to $\delta=-10$ meV lowers $n_d$ by a factor of 1.7 (since $m_{LP}\simeq m_C/C^2$ with $C^2\le1$, and $m_C$ hardly changes while $|\delta|\ll E_X$, the gain over resonance cannot much exceed 2), but barely changes the supply needed by the trap, because the lighter polaritons also escape faster.

If the reservoir of part (e) is present, its losses must be replaced too (the figures below are for one exciton state per wavevector and spin; with $N$ wells and the same $\tau_X$ they grow about $N$-fold). They are about $n_R/\tau_X$, which is negligible at $\delta=-10$ meV and $0.002\ \mu\text m^{-2}\,\text{ps}^{-1}$ at resonance, but $0.064\ \mu\text m^{-2}\,\text{ps}^{-1}$ at $\delta=10$ meV, over four times the trap estimate $R$.

The choice is therefore a compromise. Negative detuning suppresses the reservoir, while positive detuning gives polaritons more time to exchange energy before they escape. If they leave before reaching 10 K, the equilibrium densities found here do not apply, even if the crystal itself is at 10 K.

## Calculated quantities

```
Exciton energy: 1600 meV
Full resonant splitting: 10.0 meV
Splitting / exciton energy: 0.00625
Cavity index: 3.5
Exciton mass: 0.3 m_e
Photon, exciton lifetimes: 5, 500 ps
Photon, exciton loss widths: 0.13164, 0.001316 meV
Temperature: 10 K; kB*T: 0.8617 meV
Detuning/meV  |X|^2  |C|^2  (E_LP-E_X)/meV
 -10.0   0.1464   0.8536  -12.0711
  -5.0   0.2764   0.7236   -8.0902
   0.0   0.5000   0.5000   -5.0000
   5.0   0.7236   0.2764   -3.0902
  10.0   0.8536   0.1464   -2.0711
Detuning/meV  m_C/(1e-5 m_e)  m_LP/(1e-5 m_e)  lifetime/ps
 -10.0    3.8117    4.4655     5.848
  -5.0    3.8236    5.2839     6.884
   0.0    3.8356    7.6703     9.901
   5.0    3.8476   13.9161    17.629
  10.0    3.8596   26.3352    32.262
Densities below are per spin state, in um^-2
Detuning/meV  depth/meV  n_d  reservoir estimate  full integral
 -10.0  12.0711   0.08037    0.00028    0.08238
  -5.0   8.0902   0.09510    0.02857    0.13128
   0.0   5.0000   0.13805    1.03202    1.23431
   5.0   3.0902   0.25047    9.54148   10.17462
  10.0   2.0711   0.47400   31.77645   33.34355
Detuning/meV  full density / n_d
 -10.0      1.025
  -5.0      1.380
   0.0      8.941
   5.0     40.622
  10.0     70.345
Resonant loss width: 0.06648 meV
Resonant thermal wavelength: 2.691 um
Resonant depth / kB*T: 5.802
Resonant Boltzmann factor: 0.00302
Exciton / resonant polariton mass: 3911.2
Resonant n_d, one spin: 1.381e+07 cm^-2
Resonant n_d, two spins: 0.2761 um^-2
Resonant n_d, two spins: 2.761e+07 cm^-2
Fugacity at n*lambda^2=1: 0.63212
k=0 occupation at n*lambda^2=1: 1.71828
k=0 occupation at n*lambda^2=ln(2): 1.00000
Largest relative lifetime-formula error: 1.20e-05
Largest reservoir-estimate error: 5.80 %
```
